\section*{Linearised Electron–Lattice Thermalisation Time of a Weakly Heated Metal Film}

\section{The decision and the result}

When a pump--probe trace of a metal film is reduced to an electron--phonon coupling constant, one must decide whether a single exponential may be fitted, and from which delay onwards. A device simulation raises a related question: whether it needs the nonlinear two-temperature equations or can use their closed linear response. The linear response relaxes with one time constant,
\begin{equation}
\tau=\frac{C_eC_l}{G\,(C_e+C_l)} ,
\label{tau}
\end{equation}
and both answers depend on how closely the temperature difference follows this decay, which is set largely by the fluence and by how fast the electrons thermalise. Here $C_e$ and $C_l$ are the electron and lattice heat capacities per volume, and $G$ is the heat flow per volume and per kelvin of difference.

The model gives the electrons a temperature $T_e$ and the phonons a temperature $T_l$, both uniform through the film. Before the pulse both equal $T_0$. Weak heating means that the rise of $T_e$ is much smaller than $T_0$. Heat loss from the film is neglected at first and sized below.

\section{Electron heat capacity}

Let $N$ be the density of states per volume, both spins included, constant within the energy range that is excited. Energies $\varepsilon$ are measured from the chemical potential, which then does not move with temperature. Electrons above it and holes below it contribute equally, so the thermal energy is
\begin{equation}
U_e=2N\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/kT_e}+1}
=2N(kT_e)^2\,\frac{\pi^2}{12}=\frac{\pi^2}{6}Nk^2T_e^2 .
\end{equation}
Differentiation gives $C_e=\gamma T_e$ with $\gamma=\pi^2k^2N/3$. In the linear equations $C_e$ is taken at $T_0$.

\section{Energy flow from electrons to phonons}

The coupling spectrum $\alpha^2F(\omega)$ is defined by a rate: one electron spontaneously emits phonons in $d\omega$ at the rate $2\pi\alpha^2F\,d\omega$ if the final states are empty. It is taken as independent of electron energy. Its moments are
\begin{equation}
\lambda=2\int\frac{\alpha^2F}{\omega}\,d\omega,\qquad
\lambda\langle\omega^2\rangle=2\int\omega\,\alpha^2F\,d\omega .
\label{moments}
\end{equation}

Write $f=f(\varepsilon)$, $f^-=f(\varepsilon-\hbar\omega)$ and $n_l=n(\omega,T_l)$, where $n(\omega,T)=1/(e^{\hbar\omega/kT}-1)$. Emission takes an electron from $\varepsilon$ to $\varepsilon-\hbar\omega$ and carries the factor $1+n_l$. Absorption is the reverse transition, with the same matrix element and the factor $n_l$. The occupation factors of the net emission are
\begin{align}
&f(1-f^-)(1+n_l)-f^-(1-f)n_l\nonumber\\
&\quad=f(1-f^-)+n_l\,[f-ff^--f^-+ff^-]\nonumber\\
&\quad=f(1-f^-)+n_l\,(f-f^-).
\end{align}
The function $f^-$ is $f$ shifted upwards by $\hbar\omega$. Since $f$ falls from 1 to 0, $\int(f-f^-)\,d\varepsilon=-\hbar\omega$. The net number of phonons emitted per volume, time and $d\omega$ is therefore
\begin{equation}
R(\omega)=2\pi\alpha^2F\,N\left[\int f(1-f^-)\,d\varepsilon-\hbar\omega\,n_l\right].
\label{net}
\end{equation}
This holds for any electron distribution, a fact used again in the section on athermal electrons.

For a Fermi function put $a=e^{\varepsilon/kT_e}$ and $y=e^{\hbar\omega/kT_e}$, so that $f=1/(a+1)$ and $f^-=y/(a+y)$. Then
\begin{align}
f(1-f^-)&=\frac{a}{(a+1)(a+y)},\\
f^--f&=\frac{y(a+1)-(a+y)}{(a+1)(a+y)}=\frac{a(y-1)}{(a+1)(a+y)} .
\end{align}
Hence $f(1-f^-)=(f^--f)/(y-1)$, and its integral is $\hbar\omega\,n(\omega,T_e)$. Multiplying (\ref{net}) by $\hbar\omega$ and integrating over the spectrum gives the power density
\begin{equation}
P=2\pi N\int\alpha^2F\,(\hbar\omega)^2\,[n(\omega,T_e)-n(\omega,T_l)]\,d\omega .
\label{power}
\end{equation}
It is positive when the electrons are hotter.

\section{Linear coupling constant and its limits}

To first order in the temperature rises, $P=G(T_e-T_l)$ with
\begin{equation}
G=2\pi N\int\alpha^2F\,(\hbar\omega)^2\,
\frac{\partial n}{\partial T}\bigg|_{T_0}d\omega .
\label{G}
\end{equation}
When $kT_0$ exceeds the phonon energies,
\begin{equation}
n=\frac{kT}{\hbar\omega}-\frac12+\frac{\hbar\omega}{12kT}-\dots,\qquad
\frac{\partial n}{\partial T}=\frac{k}{\hbar\omega}
\left[1-\frac1{12}\left(\frac{\hbar\omega}{kT}\right)^2+\dots\right].
\end{equation}
The leading term and the second moment in (\ref{moments}) give
\begin{equation}
G_{\rm cl}=2\pi N\hbar k\int\omega\,\alpha^2F\,d\omega
=\pi\hbar k\,\lambda\langle\omega^2\rangle N .
\end{equation}

For a Debye spectrum, $\alpha^2F=\lambda(\omega/\omega_D)^2$ up to $\omega_D$, the second moment is $\lambda\langle\omega^2\rangle=\lambda\omega_D^2/2$. The correction is averaged with weight $\omega\,\alpha^2F\propto\omega^3$, for which the mean of $\omega^2$ is $(\omega_D^6/6)/(\omega_D^4/4)=2\omega_D^2/3$. With $\Theta=\hbar\omega_D/k$,
\begin{equation}
\frac{G}{G_{\rm cl}}\simeq1-\frac1{18}\left(\frac{\Theta}{T_0}\right)^2 .
\end{equation}

The opposite limit, $T\ll\Theta$, follows from (\ref{power}) with the same spectrum. Substituting $x=\hbar\omega/kT$ and using $\int_0^\infty x^4/(e^x-1)\,dx=24\,\zeta(5)$ gives
\begin{equation}
P=\Sigma\,(T_e^5-T_l^5),\qquad
\Sigma=\frac{48\pi\zeta(5)N\lambda k^5}{\hbar^3\omega_D^2},\qquad
G=5\Sigma T_0^4 .
\end{equation}
There $C_e/G\propto T_0^{-3}$, whereas in the classical regime it grows as $T_0$. A room-temperature $G$ must therefore not be carried into a cryogenic calculation. The exponent 5 rests on $\alpha^2F\propto\omega^2$, the clean bulk case; disorder or phonon confinement in a thin film can change it.

\section{The thermalisation time}

With absorbed power density $S(t)$, energy balance reads
\begin{equation}
\gamma T_e\dot T_e=S-P,\qquad C_l\dot T_l=P .
\label{balance}
\end{equation}
Let $\delta T_e$ and $\delta T_l$ be the rises above $T_0$. To first order, $C_e\,\delta\dot T_e=S-G\theta$ and $C_l\,\delta\dot T_l=G\theta$, where $\theta=\delta T_e-\delta T_l$. Dividing each by its heat capacity and subtracting,
\begin{equation}
\dot\theta=\frac{S}{C_e}-G\left(\frac1{C_e}+\frac1{C_l}\right)\theta
=\frac{S}{C_e}-\frac{\theta}{\tau},
\label{theta}
\end{equation}
which proves (\ref{tau}). The other combination, $C_e\delta T_e+C_l\delta T_l$, changes through $S$ alone. The classical $G$ gives
\begin{equation}
\tau_{\rm cl}=\frac{\pi kT_0}{3\hbar\lambda\langle\omega^2\rangle}\,
\frac1{1+C_e/C_l} .
\end{equation}
At a given $\alpha^2F$, and apart from the small ratio $C_e/C_l$, the prefactor $N$ has cancelled: it multiplies both the stored heat and the emitted power. The density of final states still enters through $\alpha^2F$, which is the emission rate of one electron.

\section{Response to a pulse}

Take a Gaussian pulse centred at $t=0$ with standard deviation $s$ and total absorbed energy density $u$. The solution of (\ref{theta}) is
\begin{equation}
\theta(t)=\frac{u}{C_e\,s\sqrt{2\pi}}\,e^{-t/\tau}
\int_{-\infty}^{t}e^{-t'^2/2s^2+t'/\tau}\,dt' .
\end{equation}
The exponent equals $-(t'-s^2/\tau)^2/2s^2+s^2/2\tau^2$. The remaining Gaussian integral is $s\sqrt{\pi/2}\;{\rm erfc}[(s^2/\tau-t)/(s\sqrt2)]$, so
\begin{equation}
\theta(t)=\frac{u}{2C_e}\exp\!\left(\frac{s^2}{2\tau^2}-\frac t\tau\right)
{\rm erfc}\!\left[\frac1{\sqrt2}\left(\frac s\tau-\frac ts\right)\right].
\label{pulse}
\end{equation}
The energy absorbed up to $t$ is $U=(u/2)\,{\rm erfc}(-t/s\sqrt2)$. Solving $C_e\delta T_e+C_l\delta T_l=U$ together with $\delta T_e-\delta T_l=\theta$ yields
\begin{equation}
\delta T_e=\frac{U+C_l\theta}{C_e+C_l},\qquad
\delta T_l=\frac{U-C_e\theta}{C_e+C_l}.
\label{temps}
\end{equation}
For an impulse, $U=u$ and $\theta=(u/C_e)e^{-t/\tau}$ at $t>0$. Both temperatures then approach the common rise $u/(C_e+C_l)$.

\section{Example: a 20 nm film in the regime of gold}

The inputs are rough typical values: $T_0=300$ K, $\gamma=70$ J\,m$^{-3}$K$^{-2}$, $C_l=2.5\times10^6$ J\,m$^{-3}$K$^{-1}$, $\lambda=0.18$ and $\hbar\omega_D=15$ meV. The film absorbs 1 $\mu$J/cm$^2$ from a pulse of 0.1 ps full width at half maximum.

The electron heat capacity is $70\times300=2.1\times10^4$ J\,m$^{-3}$K$^{-1}$, so $C_e/C_l=0.0084$. The second moment is $\hbar^2\lambda\langle\omega^2\rangle=0.18\times15^2/2=20.25$ meV$^2$. This gives $G_{\rm cl}=2.39\times10^{16}$ W\,m$^{-3}$K$^{-1}$, and the full integral (\ref{G}) gives $2.34\times10^{16}$. Their ratio, 0.9815, compares with 0.9813 from the first correction at $\Theta=174$ K. Then
\begin{equation}
\tau=\frac{C_e/G}{1+C_e/C_l}=\frac{0.8965\ {\rm ps}}{1.0084}
=0.889\ {\rm ps}=889\ {\rm fs}.
\end{equation}
A numerical Jacobian of (\ref{balance}) with the full power (\ref{power}) returns the same 0.889 ps.

The absorbed energy density is $u=(10^{-2}\ {\rm J/m^2})/(20\ {\rm nm})=5\times10^5$ J/m$^3$. An impulse would raise $T_e$ by $u/C_e=23.8$ K; the finite pulse lowers the linear peak to 21.15 K, reached at 0.09 ps. The common final rise is 0.198 K. Equations (\ref{pulse}) and (\ref{temps}) give:

\begin{center}
\begin{tabular}{ccc}
$t$ (ps) & $\delta T_e$ (K) & $\delta T_l$ (K)\\
0.5 & 13.668 & 0.0852\\
1.0 & 7.874 & 0.1339\\
2.0 & 2.691 & 0.1774\\
5.0 & 0.284 & 0.1976
\end{tabular}
\end{center}

The table shows why a fit needs a baseline. Between 1 and 2 ps the difference $\theta$ falls from 7.740 to 2.514 K, and $1/\ln(7.740/2.514)=0.889$ ps. The same estimate from $\delta T_e$ alone gives $1/\ln(7.874/2.691)=0.93$ ps. Between 2 and 5 ps it gives $3/\ln(2.691/0.284)=1.33$ ps, because the final rise has become a large part of the signal.

\section{How weak is weak}

With constant $G$, the nonlinearity left in (\ref{balance}) is $C_e=\gamma T_e$, and the decay after an impulse can be integrated. Let $T_i=(T_0^2+2u/\gamma)^{1/2}$ be the starting and $T_f$ the final electron temperature. Energy conservation, $\gamma T_e^2/2+C_lT_l=\gamma T_f^2/2+C_lT_f$, gives
\begin{align}
T_e-T_l&=(T_e-T_f)\left[1+\frac{\gamma(T_e+T_f)}{2C_l}\right]\nonumber\\
&=\frac{\gamma}{2C_l}(T_e-T_f)(T_e+b),\qquad b=T_f+\frac{2C_l}{\gamma}.
\end{align}
Inserting this in $\gamma T_e\dot T_e=-G(T_e-T_l)$ and splitting into partial fractions,
\begin{align}
dt&=-\frac{2C_l}{G}\,\frac{T_e\,dT_e}{(T_e-T_f)(T_e+b)}\nonumber\\
&=-\frac{2C_l}{G(T_f+b)}\left[\frac{T_f}{T_e-T_f}+\frac{b}{T_e+b}\right]dT_e .
\end{align}
Since $T_f+b=2(\gamma T_f+C_l)/\gamma$, the factor $2C_lT_f/[G(T_f+b)]$ is (\ref{tau}) evaluated with $C_e=\gamma T_f$. Call it $\tau_f$. Integration from $T_i$ gives
\begin{equation}
t=\tau_f\left[\ln\frac{T_i-T_f}{T_e-T_f}+\frac b{T_f}\ln\frac{T_i+b}{T_e+b}\right].
\label{implicit}
\end{equation}
As $T_e\to T_f$ the first logarithm diverges and the second stays finite, so the tail decays with $\tau_f$ even after strong heating. The early decay is slower, because hot electrons have a larger heat capacity. When $T_e-T_f$ has fallen to $1/e$ of its start, $T_e$ has dropped by $(1-1/e)(T_i-T_f)$. For $b$ much larger than the temperatures, (\ref{implicit}) becomes
\begin{equation}
\frac{t_{1/e}}{\tau_f}\simeq1+\left(1-\frac1e\right)\frac{T_i-T_f}{T_f}.
\end{equation}

At 1 $\mu$J/cm$^2$, $T_i=322.9$ K and $T_f=300.2$ K. The estimate is $1+0.632\times0.0757=1.048$, and (\ref{implicit}) gives $0.9320/0.8896=1.048$. Reading $\tau$ from this $1/e$ time would therefore make $G$ about 5\% too small. At 50 $\mu$J/cm$^2$, $T_i=897$ K and the $1/e$ time is 2.01 ps, although $\tau_f$ is still 0.918 ps.

The full equations with the finite pulse confirm the trend. The largest deviation of the linear $\delta T_e$, relative to its peak, is 3.1\%, 0.33\% and 0.033\% at 1, 0.1 and 0.01 $\mu$J/cm$^2$. It is nearly proportional to fluence, so within the two-temperature equations time constants read at two fluences of about 1 $\mu$J/cm$^2$ can be extrapolated linearly to zero. The extrapolation removes this nonlinearity only, not the athermal effects treated below.

\section{Depth, substrate and lattice}

Light is absorbed unevenly, but with insulated faces the average over depth is unaffected in the linear model. The diffusion term $\kappa\,\partial_z^2\delta T_e$ integrates to the heat flux at the faces, which vanishes, and the other terms are linear. The averages thus obey (\ref{theta}). An uneven electron mode $\cos qz$ decays at nearly $Dq^2+G/C_e$, with $D=\kappa/C_e$ and lowest $q=\pi/d$ for thickness $d$. For $\kappa=100$ W\,m$^{-1}$K$^{-1}$ this takes 8.4 fs. That is shorter than the 14 fs an electron needs to cross the film at $1.4\times10^6$ m/s, so diffusion is not literally valid here; both times are still far below $\tau$. With a 15 nm absorption depth, the front of the lattice is 0.5\% warmer than average at 3 ps. The diffusion time alone, $1/(Dq^2)=8.5$ fs here, grows as $d^2$ at fixed $\kappa$ and reaches $\tau$ near $20\sqrt{889/8.5}\approx200$ nm. The front face departs from the average well before that: with the same inputs the front of the lattice is about 7\% warmer than average at 3 ps for 50 nm and about 40\% for 100 nm. A signal that probes the front therefore needs the depth-resolved equations from a few tens of nanometres upwards.

A substrate conductance of $10^8$ W\,m$^{-2}$K$^{-1}$ cools the film in about 504 ps and changes $\tau$ by less than 0.01\%. If one third of the lattice heat capacity took part during the exchange, $\tau$ would fall by 1.6\%; the effect is small because $C_e\ll C_l$. Sound at 3200 m/s crosses the film in 6.3 ps, so the expansion lags the heating. With the stress following the lattice temperature, a free-standing film first reaches its static expansion near 4 ps and a film held on a rigid substrate near 7 ps. Both then overshoot to almost twice that value and ring, which can modulate the baseline of a fit at late delays.

\section{Electrons that are not yet thermal}

The largest neglected effect among those sized here is that light does not create a Fermi distribution. Put $f=f_0+g$ in (\ref{net}), keep first order in $g$, and shift the variable in the term containing $g(\varepsilon-\hbar\omega)$:
\begin{equation}
\delta\!\int f(1-f^-)\,d\varepsilon=\int g(\varepsilon)\,
[1-f_0(\varepsilon-\hbar\omega)-f_0(\varepsilon+\hbar\omega)]\,d\varepsilon .
\end{equation}
Far from the Fermi level the bracket is $+1$ for electrons and $-1$ for holes, where $g$ is negative too. Each carrier therefore loses energy at the rate $2\pi\int\alpha^2F\,\hbar\omega\,d\omega=\pi\hbar\lambda\langle\omega^2\rangle$, here 0.0967 eV/ps, whatever its energy. A photon of energy $h\nu$ makes one electron and one hole, so the energy-loss time is
\begin{equation}
t_n\simeq\frac{h\nu}{2\pi\hbar\lambda\langle\omega^2\rangle}
=\frac{1.5\ {\rm eV}}{2\times0.0967\ {\rm eV/ps}}=7.8\ {\rm ps}.
\end{equation}
The integral over a photoexcited distribution with thermal edges gives 8.0 ps, nine times $C_e/G$. The energy sits in few carriers, and it passes quickly to the lattice only after electron--electron collisions have spread it over many.

To size the delay, let a reservoir of athermal energy start at $u$ and decay at the rate $r=1/t_{ee}+1/t_n$, feeding the thermal electrons in a time $t_{ee}$ and the lattice in $t_n$. The source in (\ref{theta}) becomes $u\,e^{-rt}[1/(C_et_{ee})-1/(C_lt_n)]$, and with $\theta(0)=0$
\begin{equation}
\theta=\frac u{C_e}A\,(e^{-t/\tau}-e^{-rt}),\qquad
A=\frac{1/t_{ee}-C_e/(C_lt_n)}{r-1/\tau}.
\end{equation}
Setting $\dot\theta=0$ puts the peak at $\ln(r\tau)/(r-1/\tau)$. For a rough $t_{ee}=0.4$ ps the peak lies at 0.57 ps and $A=1.67$, so the tail is delayed by $\tau\ln A=0.45$ ps, half of $\tau$. Within this reservoir model the tail keeps the time constant $\tau$ provided $r>1/\tau$; otherwise the slower reservoir sets it. The model assumes that the receiving electrons stay exactly Fermi-distributed. Near the Fermi level at room temperature, electron--electron collisions are not fast compared with $\tau$, so the distribution is distorted while it cools, and the true tail can be several per cent slower than $\tau$ however late the fit starts. With $r-1/\tau=1.5$ ps$^{-1}$, the second exponential is still 5\% of the first at 2 ps and 1\% at 3 ps. In this estimate a fit for $\tau$ should start near 3 ps and include the baseline.

\section{Relation to real films}

For gold at room temperature, the heat capacities used here and a coupling of a few $10^{16}$ W\,m$^{-3}$K$^{-1}$ are typical in rough terms. The film conductivity is set well below the bulk value, as suits a thin film with boundary scattering. Of the assumptions sized here, instant electron thermalisation is the one that real gold films are likely to break most clearly at this fluence. By the estimate above it moves the peak from 0.09 ps to roughly 0.6 ps, which a fit starting at the peak would mistake for slow coupling. The size of that shift rests on the rough $t_{ee}$ and on a single-rate reservoir. The main computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T0 = 300 K, thickness = 20 nm
gamma = 70 J/(m^3 K^2), Cl = 2.50e+06 J/(m^3 K)
lambda = 0.18, Debye energy = 15 meV
absorbed fluence = 1.0 uJ/cm2, FWHM = 0.1 ps
Debye temperature = 174.1 K
hbar^2 lambda<w^2> = 20.25 meV^2
density of states N = 1.788e+22 1/(eV cm^3)
Ce = 2.100e+04 J/(m^3 K), Ce/Cl = 0.00840
G classical = 2.3865e+16 W/(m^3 K)
G with Bose functions = 2.3424e+16 W/(m^3 K)
G/G classical = 0.98153
1-(Theta/T)^2/18 = 0.98130
Ce/G = 0.8965 ps
tau = 0.8891 ps = 889.1 fs
tau classical = 0.8726 ps
tau from Jacobian = 0.8891 ps
absorbed energy density u = 5.000e+05 J/m^3
u/Ce = 23.810 K, u/(Ce+Cl) = 0.1983 K
linear peak of dTe = 21.15 K at 0.090 ps
nonlinear peak of dTe = 20.46 K
t = 0.5 ps: dTe = 13.668 K, dTl = 0.0852 K
t = 1.0 ps: dTe = 7.874 K, dTl = 0.1339 K
t = 2.0 ps: dTe = 2.691 K, dTl = 0.1774 K
t = 5.0 ps: dTe = 0.284 K, dTl = 0.1976 K
linear error at 1.00 uJ/cm2 = 3.077 %
linear error at 0.10 uJ/cm2 = 0.326 %
linear error at 0.01 uJ/cm2 = 0.033 %
1 uJ/cm2: Ti = 322.9 K, Tf = 300.20 K
  tau(Tf) = 0.8896 ps, 1/e time = 0.9320 ps
50 uJ/cm2: Ti = 896.8 K, Tf = 309.92 K
  tau(Tf) = 0.9182 ps, 1/e time = 2.0065 ps
film conductivity = 100 W/(m K), depth = 15 nm
first uneven electron mode decays in 8.43 fs
Fermi velocity = 1.4e+06 m/s, crossing = 14.3 fs
front-face excess of dTe at 0.1 ps = 0.000 %
front-face excess of dTl at 3 ps = 0.531 %
substrate conductance = 1.0e+08 W/(m^2 K)
cooling time = 504 ps
change of tau by substrate = -0.00148 %
change of tau with Cl/3 = -1.64 %
sound speed = 3200 m/s, crossing = 6.25 ps
photon energy = 1.5 eV
loss per hot carrier = 0.0967 eV/ps
photoexcited loss time = 8.04 ps
simple estimate of it = 7.76 ps
electron-electron time = 0.4 ps
reservoir: peak at 0.565 ps, tail factor = 1.666
reservoir: delay of tail = 0.454 ps
\end{verbatim}
